# Direct diffuse flux at the floor centre of square and circular vias: a program that tests the result

```python
"""Direct (line-of-sight) diffuse flux at the floor centre of a straight hole.

Result under test, as a fraction of the flux on an open flat surface:
    square mouth of side w:       F = (4/pi) k arctan(k)
    circular mouth of diameter w: F = k**2
with a = w/2, h = depth, k = a/sqrt(a**2 + h**2).
Assumptions: cosine-law flux over the mouth, free flight, unit sticking.
The program also follows particles that re-emit diffusely from the surfaces
when the sticking probability s is below one. Particle runs use w = h = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, quad

rng = np.random.default_rng(20417)


def square_fraction(a, h):
    k = a / np.hypot(a, h)
    return 4 / np.pi * k * np.arctan(k)


def circle_fraction(a, h):
    return a**2 / (a**2 + h**2)


def square_quadrature(a, h):
    """Sum the flux from every area element of the square mouth."""
    value, _ = dblquad(lambda y, x: h**2 / (np.pi * (x*x + y*y + h*h)**2),
                       0, a, 0, a, epsabs=1e-12, epsrel=1e-10)
    return 4 * value


def circle_quadrature(a, h):
    """Sum the flux from every ring of the circular mouth."""
    return quad(lambda r: 2 * r * h**2 / (r*r + h*h)**2, 0, a,
                epsabs=1e-13, epsrel=1e-11)[0]


# Closed forms against area integration, from deep to shallow holes.
for depth in (0.2, 0.5, 1.0, 3.0, 10.0):
    sq, ci = square_quadrature(0.5, depth), circle_quadrature(0.5, depth)
    assert abs(sq / square_fraction(0.5, depth) - 1) < 1e-7
    assert abs(ci / circle_fraction(0.5, depth) - 1) < 1e-7
    assert 1 < sq / ci < 4 / np.pi
    # A disc with the same area as the square receives more.
    assert circle_quadrature(1 / np.sqrt(np.pi), depth) > sq

deep_ratio = square_quadrature(0.5, 50.0) / circle_quadrature(0.5, 50.0)
shallow_ratio = square_quadrature(0.5, 0.02) / circle_quadrature(0.5, 0.02)
assert abs(deep_ratio - 4 / np.pi) < 1e-3
assert abs(shallow_ratio - 1) < 2e-3

F_square = square_quadrature(0.5, 1.0)
F_circle = circle_quadrature(0.5, 1.0)
F_equal_area = circle_quadrature(1 / np.sqrt(np.pi), 1.0)
assert round(F_square, 3) == 0.239 and round(F_circle, 3) == 0.200


def diffuse_directions(normals):
    """Cosine-law directions: surface normal plus a random unit vector."""
    u = rng.normal(size=normals.shape)
    u /= np.linalg.norm(u, axis=1)[:, None]
    d = normals + u
    return d / np.linalg.norm(d, axis=1)[:, None]


def next_hit(pos, d, shape):
    """Fly to the next surface; return position, inward normal, exit, floor."""
    a, h = 0.5, 1.0
    if shape == "square":
        t_side = (a * np.sign(d[:, :2]) - pos[:, :2]) / d[:, :2]
        t_wall = t_side.min(axis=1)
    else:
        A = d[:, 0]**2 + d[:, 1]**2
        b = pos[:, 0] * d[:, 0] + pos[:, 1] * d[:, 1]
        c = np.minimum(pos[:, 0]**2 + pos[:, 1]**2 - a*a, 0)
        t_wall = (-b + np.sqrt(b*b - A*c)) / A
    up = d[:, 2] > 0
    t_flat = np.where(up, h - pos[:, 2], -pos[:, 2]) / d[:, 2]
    flat = t_flat <= t_wall
    new = pos + np.minimum(t_flat, t_wall)[:, None] * d
    normal = np.zeros_like(new)
    if shape == "square":
        side = np.argmin(t_side, axis=1)
        rows = np.arange(len(new))
        normal[rows, side] = -np.sign(d[rows, side])
    else:
        normal[:, :2] = -new[:, :2] / a
    normal[flat] = (0.0, 0.0, 1.0)
    return new, normal, flat & up, flat & ~up


def reversed_escape(shape, n):
    """Chance that a path from the floor centre exits after 0, 1, 2... bounces."""
    pos = np.zeros((n, 3))
    normal = np.tile([0.0, 0.0, 1.0], (n, 1))
    chances = []
    while len(pos) and len(chances) < 300:
        pos, normal, out, _ = next_hit(pos, diffuse_directions(normal), shape)
        chances.append(out.sum() / n)
        pos, normal = pos[~out], normal[~out]
    return np.array(chances)


def forward_flux(shape, stick, n, batches):
    """Launch Maxwellian gas at the mouth; count arrivals near floor centre."""
    patch = 0.08
    direct = total = 0
    for _ in range(batches):
        pos = np.ones((n, 3))
        if shape == "square":
            pos[:, :2] = rng.uniform(-0.5, 0.5, (n, 2))
            mouth = 1.0
        else:
            r, phi = 0.5*np.sqrt(rng.random(n)), 2*np.pi*rng.random(n)
            pos[:, 0], pos[:, 1] = r*np.cos(phi), r*np.sin(phi)
            mouth = np.pi / 4
        v = rng.normal(size=(n, 3))
        v[:, 2] = -np.sqrt(-2 * np.log(1 - rng.random(n)))
        v[:, 2] = np.minimum(v[:, 2], -1e-12)
        first = True
        while len(pos):
            pos, normal, out, floor = next_hit(pos, v, shape)
            hits = np.sum(floor & (pos[:, 0]**2 + pos[:, 1]**2 < patch**2))
            direct += hits if first else 0
            total += hits
            first = False
            keep = ~out & (rng.random(len(pos)) > stick)
            pos = pos[keep]
            v = diffuse_directions(normal[keep])
    scale = mouth / (np.pi * patch**2 * n * batches)
    return direct * scale, total * scale


n_reverse = 400000
escape = {s: reversed_escape(s, n_reverse) for s in ("square", "circle")}
exact = {"square": F_square, "circle": F_circle}


def total_fraction(shape, stick):
    """Exact direct part plus re-emitted parts from reversed paths."""
    e = escape[shape]
    return exact[shape] + np.sum(e[1:] * (1 - stick)**np.arange(1, len(e)))


forward = {}
for shape in ("square", "circle"):
    sigma = np.sqrt(exact[shape] * (1 - exact[shape]) / n_reverse)
    assert abs(escape[shape][0] - exact[shape]) < 5 * sigma
    forward[shape] = forward_flux(shape, 0.5, 400000, 5)
    # About 1 % counting noise plus the finite size of the counting patch.
    assert abs(forward[shape][0] / exact[shape] - 1) < 0.05
    assert abs(forward[shape][1] / total_fraction(shape, 0.5) - 1) < 0.05
    assert total_fraction(shape, 0.01) > 0.95


def lip_wall_fraction(z):
    """Flux at mid-wall, depth z below a unit square mouth (area integral)."""
    f = lambda y, x: z * x / (np.pi * (x*x + y*y + z*z)**2)
    # Split near the singular corner so that the quadrature resolves it.
    cuts = [0, 3*z, 30*z, 0.5]
    xcuts = [0, 3*z, 30*z, 1.0]
    return 2 * sum(dblquad(f, x0, x1, y0, y1, epsabs=1e-8)[0]
                   for x0, x1 in zip(xcuts, xcuts[1:])
                   for y0, y1 in zip(cuts, cuts[1:]))


lip = lip_wall_fraction(0.002)
assert abs(lip - 0.5) < 0.005

# Worked example: erbium from a wide hot plate; rough typical inputs.
width_nm, depth_nm, film_nm = 200.0, 200.0, 5.0
T_source, p_torr = 1300.0, 2.0e-4
molar_g, density_g_cm3, diameter_nm = 167.26, 9.07, 0.5
plate_radius_mm, gap_mm = 200.0, 10.0
wafer_mm, si_density, si_heat = 0.775, 2330.0, 700.0
T_start, sublimation_eV = 300.0, 3.3

pressure = p_torr * const.torr
mass = molar_g * 1e-3 / const.N_A
kT = const.k * T_source
flux = pressure / np.sqrt(2 * np.pi * mass * kT)
v_th = np.sqrt(kT / mass)
mean_v = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi), 0, 12)[0] * v_th
assert abs(pressure / kT * mean_v / flux - 1) < 1e-8

atom_density = density_g_cm3 * 1e3 / mass
rate_nm_s = flux / atom_density * 1e9
time_s = film_nm / rate_nm_s
floor_square = film_nm * F_square
floor_circle = film_nm * F_circle

free_path_m = kT / (np.sqrt(2) * np.pi * (diameter_nm*1e-9)**2 * pressure)
plate_loss = gap_mm**2 / (gap_mm**2 + plate_radius_mm**2)


def narrowed(fraction, t):
    """Mouth narrowed by half the field film per side and raised by the film."""
    return fraction(width_nm/2 - t/2, depth_nm + t)


end_sq = narrowed(square_fraction, film_nm)
end_ci = narrowed(circle_fraction, film_nm)
mean_sq = quad(lambda t: narrowed(square_fraction, t), 0, film_nm)[0] / film_nm
mean_ci = quad(lambda t: narrowed(circle_fraction, t), 0, film_nm)[0] / film_nm

heat_flux = const.sigma * T_source**4
heating = heat_flux * time_s / (si_density * si_heat * wafer_mm * 1e-3)
T_end = T_start + heating
log_reevap = (-sublimation_eV * const.e / const.k
              * (1/T_end - 1/T_source)) / np.log(10)
assert log_reevap < -6 and free_path_m > 1e3 * depth_nm * 1e-9

print("GEOMETRY, depth = width")
print(f"k = a/sqrt(a^2+h^2): {0.5/np.hypot(0.5, 1):.5f}")
print(f"arctan k: {np.arctan(0.5/np.hypot(0.5, 1)):.5f} rad")
print(f"square, area quadrature: {F_square:.5f}")
print(f"square, closed form: {square_fraction(0.5, 1.0):.5f}")
print(f"circle, area quadrature: {F_circle:.5f}")
print(f"corner contribution, square minus circle: {F_square-F_circle:.5f}")
print(f"ratio square/circle: {F_square/F_circle:.4f}")
print(f"area ratio 4/pi: {4/np.pi:.4f}")
print(f"ratio at depth 50 widths: {deep_ratio:.4f}")
print(f"ratio at depth 0.02 widths: {shallow_ratio:.4f}")
print(f"circle of equal area: {F_equal_area:.5f}")
print(f"largest angle, square corner: {np.degrees(np.arctan(2**-0.5)):.2f} deg")
print(f"largest angle, circle: {np.degrees(np.arctan(0.5)):.2f} deg")
print("PARTICLES")
for shape in ("square", "circle"):
    print(f"{shape}, Maxwellian launch, direct: {forward[shape][0]:.3f}")
    print(f"{shape}, same launch, total at s=0.5: {forward[shape][1]:.3f}")
for s in (0.9, 0.5, 0.1):
    print(f"total at s={s}, reversed paths: square "
          f"{total_fraction('square', s):.3f}, circle "
          f"{total_fraction('circle', s):.3f}")
print("ERBIUM EXAMPLE, rough inputs")
print(f"via width, depth: {width_nm:.0f}, {depth_nm:.0f} nm")
print(f"source: {T_source:.0f} K, {p_torr:.1e} Torr")
print(f"molar mass: {molar_g:.2f} g/mol; density: {density_g_cm3:.2f} g/cm3")
print(f"open flux: {flux*1e-4:.3e} atoms/(cm2 s)")
print(f"open growth rate: {rate_nm_s:.2f} nm/s")
print(f"open film: {film_nm:.1f} nm; time: {time_s:.2f} s")
print(f"floor-centre film, square: {floor_square:.2f} nm")
print(f"floor-centre film, circle: {floor_circle:.2f} nm")
print("NEGLECTED EFFECTS")
print(f"atom diameter for collisions: {diameter_nm:.1f} nm")
print(f"mean free path: {free_path_m*1e3:.0f} mm")
print(f"via depth / free path: {depth_nm*1e-9/free_path_m:.1e}")
print(f"plate radius, gap: {plate_radius_mm:.0f}, {gap_mm:.0f} mm")
print(f"gap / free path: {gap_mm*1e-3/free_path_m:.4f}")
print(f"open flux lost by finite plate: {100*plate_loss:.2f} %")
print(f"wall flux just below lip / open flux: {lip:.3f}")
print(f"narrowed mouth, end: square {end_sq:.4f}, circle {end_ci:.4f}")
print(f"narrowed mouth, mean: square {mean_sq:.4f}, circle {mean_ci:.4f}")
print(f"mean loss by narrowing, square: {100*(1-mean_sq/F_square):.1f} %")
print(f"black-body heat load: {heat_flux*1e-4:.1f} W/cm2")
print(f"silicon wafer: {wafer_mm:.3f} mm, {si_density*1e-3:.2f} g/cm3, "
      f"{si_heat*1e-3:.2f} J/(g K)")
print(f"wafer start: {T_start:.0f} K; largest rise: {heating:.0f} K")
print(f"sublimation energy: {sublimation_eV:.1f} eV/atom")
print(f"log10(wafer/source vapour pressure): {log_reevap:.0f}")
print("finished without a failed check")
```

It prints:

```
GEOMETRY, depth = width
k = a/sqrt(a^2+h^2): 0.44721
arctan k: 0.42053 rad
square, area quadrature: 0.23946
square, closed form: 0.23946
circle, area quadrature: 0.20000
corner contribution, square minus circle: 0.03946
ratio square/circle: 1.1973
area ratio 4/pi: 1.2732
ratio at depth 50 widths: 1.2732
ratio at depth 0.02 widths: 1.0003
circle of equal area: 0.24145
largest angle, square corner: 35.26 deg
largest angle, circle: 26.57 deg
PARTICLES
square, Maxwellian launch, direct: 0.239
square, same launch, total at s=0.5: 0.355
circle, Maxwellian launch, direct: 0.200
circle, same launch, total at s=0.5: 0.319
total at s=0.9, reversed paths: square 0.255, circle 0.215
total at s=0.5, reversed paths: square 0.358, circle 0.321
total at s=0.1, reversed paths: square 0.713, circle 0.694
ERBIUM EXAMPLE, rough inputs
via width, depth: 200, 200 nm
source: 1300 K, 2.0e-04 Torr
molar mass: 167.26 g/mol; density: 9.07 g/cm3
open flux: 1.507e+16 atoms/(cm2 s)
open growth rate: 4.61 nm/s
open film: 5.0 nm; time: 1.08 s
floor-centre film, square: 1.20 nm
floor-centre film, circle: 1.00 nm
NEGLECTED EFFECTS
atom diameter for collisions: 0.5 nm
mean free path: 606 mm
via depth / free path: 3.3e-07
plate radius, gap: 200, 10 mm
gap / free path: 0.0165
open flux lost by finite plate: 0.25 %
wall flux just below lip / open flux: 0.498
narrowed mouth, end: square 0.2219, circle 0.1845
narrowed mouth, mean: square 0.2306, circle 0.1922
mean loss by narrowing, square: 3.7 %
black-body heat load: 16.2 W/cm2
silicon wafer: 0.775 mm, 2.33 g/cm3, 0.70 J/(g K)
wafer start: 300 K; largest rise: 139 K
sublimation energy: 3.3 eV/atom
log10(wafer/source vapour pressure): -25
finished without a failed check
```
